# Long-range polar part of the Allen–Heine–Cardona band-edge shift: verification in Python

```python
# Allen-Heine-Cardona / Fan shift of a non-degenerate band edge from Froehlich coupling.
# Hartree atomic units. |g_q|^2 = 2 pi w/(Omega eps* q^2), 1/eps* = 1/eps_inf - 1/eps_s,
# w = LO frequency, m = band mass, q0 = sqrt(2 m w), alpha = sqrt(m/(2w))/eps*,
# n = phonon occupation, f = electron occupation, delta = e_k - e_{k+q}.
# Under test: the adiabatic shift is -(2n+1)(2/pi) alpha w q0 int dq/q^2 (divergent); with
# w kept it is -alpha w (conduction minimum) and +alpha w (valence maximum) at T = 0.
import warnings
import numpy as np
from scipy import constants as C, integrate, special, optimize
warnings.simplefilter("ignore", integrate.IntegrationWarning)
pi = np.pi
MEV = 1e3*C.physical_constants['Hartree energy in eV'][0]
AMU = C.m_u/C.m_e
rng = np.random.default_rng(1)
def quad(F, lo, hi, **kw):
    return integrate.quad(F, lo, hi, epsabs=1e-12, epsrel=1e-11, limit=400, **kw)[0]
def close(x, y, tol):
    assert abs(x-y) <= tol*abs(y), (x, y)
def show(label, x, unit=""):
    print(f"{label} = {x:.6g} {unit}".rstrip())
def kernel(delta, om, n, f):
    return (n+1-f)/(delta-om) + (n+f)/(delta+om)

# ---- Fan kernel against exact diagonalization: fermions on a 3-site ring, phonons +q, -q
def kron(*ms):
    out = np.eye(1)
    for m_ in ms:
        out = np.kron(out, m_)
    return out
nb = 6
lo_, sz, i2 = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
b, ib, i8 = np.diag(np.sqrt(np.arange(1., nb)), 1), np.eye(nb), np.eye(8)
cs = [kron(lo_, i2, i2, ib, ib), kron(sz, lo_, i2, ib, ib), kron(sz, sz, lo_, ib, ib)]
bp, bm = kron(i8, b, ib), kron(i8, ib, b)
V = sum(cs[(k+1) % 3].T@cs[k] for k in range(3))@(bp+bm.T)
V = V+V.T
lab = np.rint([np.diag(o.T@o) for o in cs+[bp, bm]]).astype(int)
nel, mom = lab[:3].sum(0), (lab[1]+2*lab[2]+lab[3]-lab[4]) % 3
def level(band, g, state):
    t = np.where((lab.T == state).all(1))[0][0]
    s = np.where((nel == nel[t]) & (mom == mom[t]))[0]
    H = np.diag(np.array(band)@lab[:3]+lab[3]+lab[4])+g*V
    E, U = np.linalg.eigh(H[np.ix_(s, s)])
    return E[np.argmax(abs(U[list(s).index(t)]))]
g = 1e-3
for e in (0.37, 2.3):
    for n1, n2 in ((0, 0), (1, 0), (1, 1), (0, 2)):
        add = level([0, e, e], g, [1, 0, 0, n1, n2])-level([0, e, e], g, [0, 0, 0, n1, n2])
        rem = level([0, -e, -e], g, [1, 1, 1, n1, n2])-level([0, -e, -e], g, [0, 1, 1, n1, n2])
        close(add/g**2, kernel(-e, 1, n1, 0)+kernel(-e, 1, n2, 0), 1e-4)
        close(rem/g**2, kernel(e, 1, n1, 1)+kernel(e, 1, n2, 1), 1e-4)

# ---- frozen-phonon average against the kernel with the frequency dropped
nf, beta, e, u = 26, 1.2, 0.8, 0.6+0.5j
bf = np.diag(np.sqrt(np.arange(1., nf)), 1)
uop = np.kron(bf, np.eye(nf))+np.kron(np.eye(nf), bf.T)
p1 = np.exp(-beta*np.arange(nf))
p1 /= p1.sum()
u2 = np.kron(p1, p1)@np.sum(uop**2, axis=0)
H = np.diag(e*np.arange(-4, 5)**2)+g*u*np.eye(9, k=-1)+g*np.conj(u)*np.eye(9, k=1)
close(np.linalg.eigvalsh(H)[0]/(g*abs(u))**2*u2, 2*kernel(-e, 0, 1/np.expm1(beta), 0), 1e-4)

# ---- polar vertex from Born charges Z[kappa, dipole dir, displacement dir]
def polar_modes(Phi, Z, M, einf, Om, qh):
    zq = np.einsum('a,kab->kb', qh, Z).ravel()
    eq, sm = qh@einf@qh, np.repeat(np.sqrt(M), 3)
    w2, ev = np.linalg.eigh((Phi+4*pi/Om*np.outer(zq, zq)/eq)/np.outer(sm, sm))
    om = np.sqrt(w2[3:])
    g2q2 = (4*pi/Om/eq*((zq/sm)@ev[:, 3:]))**2/(2*om)
    Zm = Z.transpose(1, 0, 2).reshape(3, -1)
    es = einf+4*pi/Om*Zm@np.linalg.pinv(Phi, rcond=1e-10, hermitian=True)@Zm.T
    return om, g2q2, eq, qh@es@qh
def unit():
    v = rng.normal(size=3)
    return v/np.linalg.norm(v)
P = np.eye(9)-np.kron(np.ones((3, 3))/3, np.eye(3))
A = rng.normal(size=(9, 9))
Phi = 0.02*P@(A@A.T+np.eye(9))@P
Z = rng.normal(size=(3, 3, 3))
Z -= Z.mean(0)
for _ in range(4):
    om, g2, eq, es = polar_modes(Phi, Z, np.array([10., 25, 40])*AMU, np.diag([3., 4, 6]), 500., unit())
    close(np.sum(2*g2/om), 4*pi/500*(1/eq-1/es), 1e-8)

einf, eps_s, w, me, mh, a, T = 4., 10., 50/MEV, 0.3, 0.8, 8., 300.
Mi = np.array([20., 30.])*AMU
mu, Om, ie = Mi.prod()/Mi.sum(), a**3, 1/einf-1/eps_s
wTO = w*np.sqrt(einf/eps_s)
Zs = np.sqrt((w*w-wTO**2)*einf*Om*mu/(4*pi))
G = 2*pi*w*ie                       # Omega |g|^2 q^2
om, g2, eq, es = polar_modes(mu*wTO**2*np.kron([[1., -1], [-1, 1]], np.eye(3)),
                             np.array([Zs*np.eye(3), -Zs*np.eye(3)]), Mi, einf*np.eye(3), Om, unit())
close(es, eps_s, 1e-9); close(om[2], w, 1e-9); close(om[0], wTO, 1e-9)
close(g2[2]*Om, G, 1e-9)
assert g2[:2].sum() < 1e-15*g2[2]

# ---- k.p model: intraband integrand ~ q^-4, interband ~ q^0
E0 = np.array([0., 0.2, -0.3, 0.5])
pm = 0.07*(rng.normal(size=(3, 4, 4))+1j*rng.normal(size=(3, 4, 4)))
pm = (pm+pm.conj().transpose(0, 2, 1))/2*(1-np.eye(4))
pq = np.einsum('a,aij->ij', unit(), pm)
inv_m = 1+2*np.sum(abs(pq[0, 1:])**2/(-E0[1:]))
for q in (1e-4, 3e-4):
    E, U = np.linalg.eigh(np.diag(E0+q*q/2)+q*pq)
    j = np.argmax(abs(U[0]))
    term = abs(U[0])**2/q**2/(-E)
    close(term[j]*q**4, -2/inv_m, 2e-3)
    close(np.delete(term, j).sum(), np.sum(abs(pq[0, 1:])**2/(-E0[1:])**3), 1e-2)

# ---- continuum shifts from the Fan definition (principal value by folding about q0)
alpha = lambda m: ie*np.sqrt(m/(2*w))
q0, ae, ah = np.sqrt(2*me*w), alpha(me), alpha(mh)
aw = ae*w
close(ae, ie*C.e**2/(4*pi*C.epsilon_0*C.hbar)*np.sqrt(me*C.m_e/(2*0.05*C.e)), 1e-7)
def fan(sign, m, n, f, xc=np.inf):
    s = np.sqrt(2*m*w)
    F = lambda x: kernel(-sign*(s*x)**2/(2*m), w, n, f)*w
    val = integrate.quad(lambda t: F(1-t)+F(1+t), 0, 1, epsabs=1e-9)[0]+quad(F, 2, xc)
    return G/(2*pi**2)*s/w*val
nB = 1/np.expm1(0.05*C.e/(C.k*T))
dc, dv = fan(1, me, 0, 0), fan(-1, mh, 0, 1)
dcT, dvT = fan(1, me, nB, 0), fan(-1, mh, nB, 1)
close(dc, -aw, 1e-8); close(dv, ah*w, 1e-8)
close(dcT, -aw*(nB+1), 1e-7); close(dvT, ah*w*(nB+1), 1e-7)
qc = (6*pi**2)**(1/3)/a
dcut = fan(1, me, 0, 0, qc/q0)
close(dcut, -aw*2/pi*np.arctan(qc/q0), 1e-8)
def adiabatic(qmin, n):
    F = lambda y: np.exp(y)*kernel(-np.exp(2*y)/(2*me), 0, n, 0)
    return G/(2*pi**2)*quad(F, np.log(qmin), np.log(qc))
for r in (1e-1, 1e-2, 1e-4):
    close(adiabatic(r*q0, nB), -(2*nB+1)*2/pi*aw*(1/r-q0/qc), 1e-8)
def sigma(z):                       # -(2/pi) alpha w int dx/(x^2+z) by quadrature
    part = lambda h: quad(lambda x: h(1/(x*x+z)), 0, 4, points=[abs(z)**0.5]) \
        + quad(lambda x: h(1/(x*x+z)), 4, np.inf)
    return -2/pi*aw*(part(np.real)+1j*part(np.imag))
for z in (0.3+0j, 2-1j, -1-0.05j, -0.1j):
    close(sigma(z), -aw/np.sqrt(z), 1e-7)
im_abs = nB*sigma(-1-0.01j)
close(im_abs, -1j*aw*nB, 1e-2)      # finite broadening 0.01 w gives a 0.5 % phase error
broad = {h: sigma(-1j*h/50).real for h in (5., 25., 100.)}
for h in broad:
    close(broad[h], -aw*np.sqrt(50/(2*h)), 1e-7)

# ---- away from the extremum (k in units of q0)
k = 0.5
non = integrate.dblquad(lambda c, x: 0.5/(1+x*x+2*k*x*c), 0, np.inf, -1, 1)[0]*2/pi
close(non, np.arcsin(k)/k, 1e-6)
tg, wg = np.polynomial.legendre.leggauss(60)
tot = 0.
for t, wt in zip((tg+1)/2, wg/2):
    s = 1-t*t
    x = 2*k*s
    tot += wt*2*t*2*k*0.5*quad(lambda c: 1., -1, 1, weight='cauchy', wvar=-s)/(2*k*x)
    x = 2*k/s
    tot += wt*2*t*2*k/s**2*0.5*quad(lambda c: 1/(x*x+2*k*x*c), -1, 1)
adk = 2/pi*tot
close(adk, pi/(4*k), 1e-4)

# ---- anisotropic mass: angular average of alpha against Schwinger-parameter integral
ma = np.array([0.15, 0.3, 0.6])
ph = np.linspace(0, 2*pi, 120, endpoint=False)
ct = tg[:, None]
invm = (1-ct**2)*(np.cos(ph)**2/ma[0]+np.sin(ph)**2/ma[1])+ct**2/ma[2]
a_av = np.sum(wg[:, None]*alpha(1/invm))/2/len(ph)
J = quad(lambda x: np.prod(x+1/(2*ma))**-0.5, 0, np.inf)
close(-G/(8*pi**3)*pi**2/np.sqrt(w)*J, -a_av*w, 1e-7)

# ---- q grids without Gamma; tight-binding Q^2 = (2/a^2) sum(1-cos) in band and vertex
def epstein(s):
    th = lambda t: 1+2*sum(np.exp(-pi*j*j*t) for j in range(1, 6))
    I = quad(lambda t: (t**(s-1)+t**(0.5-s))*(th(t)**3-1), 1, 40)
    return (I-1/s-1/(1.5-s))*pi**s/special.gamma(s)
Z2, Z1 = epstein(2), epstein(1)
def grid(N):
    c = 2/a**2*(1-np.cos(2*pi*np.arange(N)/N))
    Q2 = (c[:, None, None]+c[None, :, None]+c[None, None, :]).ravel()[1:]
    return [np.sum(G/Q2*kernel(-Q2/(2*me), om_, 0, 0))/(N*a)**3 if om_ == 0 else
            np.sum(G/Q2/(-Q2/(2*me)-om_))/(N*a)**3 for om_ in (0, w)]
def zone_ratio(ka):                 # exact zone integral of the non-adiabatic shift / (-alpha w)
    F = lambda t: -np.expm1(-ka*ka*t)*special.i0e(2*t)**3
    return 4*pi/ka*(quad(F, 0, 1)+quad(lambda v: 2/v**3*F(1/v**2), 0, 1, points=[ka]))
Ns = np.array([40, 80, 160])
gr = np.array([grid(N) for N in Ns])
slope = np.linalg.solve(np.c_[Ns, np.ones(3), 1/Ns], gr[:, 0])[0]
close(slope, -aw*q0*a*Z2/(4*pi**3), 1e-4)
dzone = -aw*zone_ratio(q0*a)
L = q0*a*Ns[-1]
close(gr[-1, 1]-dzone, aw*(-Z1/(pi*L)-4*pi/L**3), 1e-4)
d1, d2 = 1-zone_ratio(0.02), 1-zone_ratio(0.01)
assert abs(d2) < 0.01
close(d1/d2, 2, 0.05)

# ---- diagonalization of the zero- plus one-phonon space (energies in units of w)
def one_phonon(al):
    th = (tg+1)*pi/4
    H = np.diag(np.r_[0, 1+np.tan(th)**2])
    H[0, 1:] = H[1:, 0] = np.sqrt(2/pi*al*wg*pi/4)/np.cos(th)
    return np.linalg.eigvalsh(H)[0]
close((one_phonon(0.01)+0.01)/0.01**2, 0.5, 0.03)   # next order is relative O(alpha)
E1 = one_phonon(ae)
close(E1, optimize.brentq(lambda x: x+ae/np.sqrt(1-x), -5, 0), 1e-6)

for lb, x, un in [
    ("eps_inf", einf, ""), ("eps_s", eps_s, ""), ("1/eps*", ie, ""),
    ("hbar w_LO", w*MEV, "meV"), ("hbar w_LO", w, "Ha"), ("m_e", me, "m0"), ("m_h", mh, "m0"),
    ("a", a, "bohr"), ("ion mass 1", Mi[0]/AMU, "u"), ("ion mass 2", Mi[1]/AMU, "u"),
    ("reduced mass", mu/AMU, "u"), ("hbar w_TO", om[0]*MEV, "meV"), ("Born charge Z*", Zs, "e"),
    ("q0 electron", q0, "1/bohr"), ("1/q0 electron", 1/q0, "bohr"), ("q0 a", q0*a, ""),
    ("|g| at q0", np.sqrt(G/Om)/q0*MEV, "meV"), ("alpha_e", ae, ""), ("alpha_h", ah, ""),
    ("CBM shift T=0", dc*MEV, "meV"), ("CBM shift T=0", dc, "Ha"), ("VBM shift T=0", dv*MEV, "meV"),
    ("gap shift T=0", (dc-dv)*MEV, "meV"), ("T", T, "K"), ("n(T)", nB, ""),
    ("CBM shift at T", dcT*MEV, "meV"), ("VBM shift at T", dvT*MEV, "meV"),
    ("gap shift at T", (dcT-dvT)*MEV, "meV"), ("-alpha_e w n (Im Sigma)", -aw*nB*MEV, "meV"),
    ("Im Sigma, eta=0.5 meV", im_abs.imag*MEV, "meV"),
    ("q_c sphere", qc, "1/bohr"), ("q_c/q0", qc/q0, ""), ("CBM shift with q_c", dcut*MEV, "meV"),
    ("adiabatic T=0 qmin=0.1 q0", adiabatic(0.1*q0, 0)*MEV, "meV"),
    ("adiabatic T=0 qmin=0.01 q0", adiabatic(0.01*q0, 0)*MEV, "meV")]:
    show(lb, x, un)
for h in broad:
    show(f"adiabatic Re shift, eta={h:g} meV", broad[h]*MEV, "meV")
show("k=0.5 q0 non-adiabatic", -aw*non*MEV, "meV")
show("k=0.5 q0 adiabatic PV", -aw*adk*MEV, "meV")
print("anisotropic masses =", *ma, "m0")
show("<alpha> anisotropic", a_av)
show("anisotropic shift", -a_av*w*MEV, "meV")
show("Z(2)", Z2); show("Z(1)", Z1)
for N, (x, y) in zip(Ns, gr):
    print(f"grid N={N}: adiabatic {x*MEV:.5g} meV, non-adiabatic {y*MEV:.5g} meV")
show("adiabatic slope per N", slope*MEV, "meV")
show("tight-binding zone integral", dzone*MEV, "meV")
show("grid error N=160", (gr[-1, 1]-dzone)*MEV, "meV")
show("one-phonon diagonalization", E1*w*MEV, "meV")
print("success")
```

Output:

```
eps_inf = 4
eps_s = 10
1/eps* = 0.15
hbar w_LO = 50 meV
hbar w_LO = 0.00183747 Ha
m_e = 0.3 m0
m_h = 0.8 m0
a = 8 bohr
ion mass 1 = 20 u
ion mass 2 = 30 u
reduced mass = 12 u
hbar w_TO = 31.6228 meV
Born charge Z* = 2.68736 e
q0 electron = 0.0332036 1/bohr
1/q0 electron = 30.1172 bohr
q0 a = 0.265629
|g| at q0 = 1507.22 meV
alpha_e = 1.35527
alpha_h = 2.21315
CBM shift T=0 = -67.7637 meV
CBM shift T=0 = -0.00249027 Ha
VBM shift T=0 = 110.658 meV
gap shift T=0 = -178.421 meV
T = 300 K
n(T) = 0.168984
CBM shift at T = -79.2147 meV
VBM shift at T = 129.357 meV
gap shift at T = -208.572 meV
-alpha_e w n (Im Sigma) = -11.451 meV
Im Sigma, eta=0.5 meV = -11.4506 meV
q_c sphere = 0.487222 1/bohr
q_c/q0 = 14.6738
CBM shift with q_c = -64.8283 meV
adiabatic T=0 qmin=0.1 q0 = -428.457 meV
adiabatic T=0 qmin=0.01 q0 = -4311.03 meV
adiabatic Re shift, eta=5 meV = -151.524 meV
adiabatic Re shift, eta=25 meV = -67.7637 meV
adiabatic Re shift, eta=100 meV = -33.8819 meV
k=0.5 q0 non-adiabatic = -70.962 meV
k=0.5 q0 adiabatic PV = -106.443 meV
anisotropic masses = 0.15 0.3 0.6 m0
<alpha> anisotropic = 1.31307
anisotropic shift = -65.6534 meV
Z(2) = 16.5323
Z(1) = -8.91363
grid N=40: adiabatic -98.638 meV, non-adiabatic -52.526 meV
grid N=80: adiabatic -194.66 meV, non-adiabatic -60.951 meV
grid N=160: adiabatic -386.63 meV, non-adiabatic -65.397 meV
adiabatic slope per N = -2.39937 meV
tight-binding zone integral = -69.91 meV
grid error N=160 = 4.51271 meV
one-phonon diagonalization = -48.3231 meV
success
```
